# Ghost Functions and Unequal Basis Completeness at an F Centre

**The argument under review**

The manuscript computes the energy of a neutral anion vacancy in a rock-salt crystal with atom-centred basis functions. Its treatment of the basis rests on this reasoning:

> "The vacancy contains no atom, and a site without an atom carries no basis functions. We therefore removed the anion together with its functions. All remaining atoms have the same basis as in the perfect crystal, so basis-set errors cancel in the formation energy."

The first sentence confuses two things. An atom contributes a potential and electrons to the physical problem. Basis functions contribute directions in the space in which that problem is solved. Removing the atom changes the Hamiltonian and the electron number, but it gives no reason to shrink the space. Whether shrinking it does harm depends on where the remaining electrons want to be, so I begin there.

**What is left at the empty site**

Consider ions of charge $\pm1$ with nearest-neighbour distance $d$. Removing a neutral anion atom takes away its core and all but one of the electrons of the closed-shell anion. The electron left behind makes the F centre.

In atomic units an electron has energy $-q/r$ in the field of a charge $q$ at distance $r$. Put the origin on an anion site and the other ions at $d(i,j,k)$. Cations have odd $i+j+k$, so $q_{ijk}=-(-1)^{i+j+k}$. In the perfect crystal the other ions give an electron at the origin the energy

$$
U_0=-\sum_{ijk\neq 000}\frac{q_{ijk}}{d\sqrt{i^2+j^2+k^2}}=-\frac{M}{d},\qquad
M=-\sum_{ijk\neq000}\frac{(-1)^{i+j+k}}{\sqrt{i^2+j^2+k^2}} .
$$

The sum is conditionally convergent and is taken over neutral cubes. It gives $M=1.7476$. For $d=5$ bohr, $U_0=-0.3495$ hartree, or $-9.51$ eV. This attraction comes from the surrounding ions and does not need a nucleus at the site. In a periodic defect cell its value shifts, because the images of the anion are missing too and a uniform compensating charge takes their place. The well becomes shallower, but the site remains attractive.

The last electron can therefore settle in the region from which the manuscript has removed the functions.

**A model in which the error can be measured**

To separate the basis question from everything else, I use independent electrons in a frozen potential. With Coulomb terms in atomic units, each anion and each cation contribute

$$
v_-(r)=\frac{\operatorname{erf}\bigl(r/(\sqrt2\,w)\bigr)}{r}-A\,e^{-r^2/2a^2},\qquad
v_+(r)=-\frac{\operatorname{erf}\bigl(r/(\sqrt2\,w)\bigr)}{r}+B\,e^{-r^2/2b^2}.
$$

The error functions describe smeared ionic charges, the well $A$ binds the closed $s$ shell of the anion, and $B$ weakens the attraction in the cation core. The parameters are round numbers and stand for no particular material: $w=b=1.0$ bohr, $a=1.1$ bohr, $A=70$ eV, $B=15$ eV and $d=5$ bohr.

The perfect cell has 64 ions, of which $N=32$ are anions, and 64 electrons. The defect potential is the bulk potential minus one $v_-$, repeated periodically, and the defect cell has 63 electrons. Both cells are treated at $\Gamma$, without relaxation, and with the average electrostatic potential set to zero.

With $\varepsilon_i$ the orbital energies of the cell concerned, in ascending order, the energies are

$$
E_{\rm bulk}=2\sum_{i=1}^{N}\varepsilon_i,\qquad
E_{\rm def}=2\sum_{i=1}^{N-1}\varepsilon_i+\varepsilon_N,\qquad
D=E_{\rm def}-E_{\rm bulk}.
$$

A formation energy would also contain the reservoir energy of the removed atom, which is the same for every choice of supercell basis. In this model $D$ is not itself a physical formation energy: ion–ion terms are absent, and a constant $c$ added to the defect potential changes $D$ by $63c$. Such a constant shifts every level equally in every basis, so it drops out of the basis errors, which are the subject here.

**Deletion can never lower the energy**

Let $W$ be the space spanned by the functions on the remaining atoms. Let $W'$ be the space obtained by adding $g$ independent functions at the empty site. These are ghost functions: they have a centre and exponents, but bring no core potential and no electrons. Both spaces are used with the same defect Hamiltonian $H$. The min–max principle states

$$
\varepsilon_i(W)=\min_{\substack{X\subset W\\ \dim X=i}}\;\max_{\psi\in X,\;\psi\ne0}\frac{\langle\psi|H|\psi\rangle}{\langle\psi|\psi\rangle}.
$$

Every subspace $X$ of $W$ is also a subspace of $W'$. The minimum over $W'$ is taken over a larger collection, hence

$$
\varepsilon_i(W')\le\varepsilon_i(W).
$$

There is also a limit to the lowering. Take the span of the lowest $i+g$ eigenvectors in $W'$. Since $W$ has $g$ dimensions fewer than $W'$, this span shares with $W$ a subspace of dimension at least $i$. In it the energy quotient is at most $\varepsilon_{i+g}(W')$, so $\varepsilon_i(W)\le\varepsilon_{i+g}(W')$.

With $\Delta\varepsilon_i=\varepsilon_i(W)-\varepsilon_i(W')\ge0$, the deletion penalty is

$$
P=E_{\rm def}(W)-E_{\rm def}(W')
=2\sum_{i=1}^{N-1}\Delta\varepsilon_i+\Delta\varepsilon_N\;\ge0 .
$$

The first part is what the host electrons lose because they can no longer borrow functions at the empty site. The last term belongs to the last electron, which is trapped in a good basis but need not remain so when the functions are deleted. If the bulk cell keeps its full basis, all of $P$ enters $D$ with a positive sign.

**How one ghost function acts**

Let $\psi_i$ be the orthonormal eigenvectors in $W$, and let $\chi$ be one real ghost function. Write $h_{\chi i}=\langle\chi|H|\psi_i\rangle$ and $s_{\chi i}=\langle\chi|\psi_i\rangle$, and similarly $h_{\chi\chi}$ and $s_{\chi\chi}$. For $\Psi=\chi+\sum_i c_i\psi_i$, projecting $(H-E)\Psi$ on $\psi_i$ and setting the result to zero gives

$$
(\varepsilon_i-E)c_i+h_{\chi i}-Es_{\chi i}=0
\quad\Rightarrow\quad
c_i=-\frac{h_{\chi i}-Es_{\chi i}}{\varepsilon_i-E}.
$$

Projecting on $\chi$ gives $h_{\chi\chi}-Es_{\chi\chi}+\sum_i(h_{\chi i}-Es_{\chi i})c_i=0$. Inserting $c_i$ yields

$$
f(E)\equiv h_{\chi\chi}-Es_{\chi\chi}-\sum_i\frac{(h_{\chi i}-Es_{\chi i})^2}{\varepsilon_i-E}=0 .
$$

A state with $h_{\chi i}=\varepsilon_i s_{\chi i}$ is uncoupled: it keeps its old energy, and its term in the sum has no pole. The derivative is

$$
f'(E)=-s_{\chi\chi}+2\sum_i\frac{s_{\chi i}(h_{\chi i}-Es_{\chi i})}{\varepsilon_i-E}
-\sum_i\frac{(h_{\chi i}-Es_{\chi i})^2}{(\varepsilon_i-E)^2}.
$$

In terms of the $c_i$ this is $-(s_{\chi\chi}+2\sum_i c_is_{\chi i}+\sum_i c_i^2)=-\langle\Psi|\Psi\rangle<0$. Thus $f$ falls steadily between its poles. Just above a coupled level it starts from $+\infty$, and just below the next one it reaches $-\infty$, so there is one root between them. A ghost function can therefore pull a new level deep into a gap, provided that its own energy and its couplings place the root there.

In the example, the level of the last electron is at $2.55$ eV when the functions are deleted. The most diffuse anion function, with exponent $0.15$ bohr$^{-2}$, brings it to $-0.52$ eV when restored alone. The root of $f$ and a direct diagonalization agree in all six printed decimals.

**The size of the penalty**

Each anion carries three $s$ functions, with exponents $0.15$, $0.40$ and $1.00$ bohr$^{-2}$. Each cation carries one $s$ and three $p$ functions with exponent $0.25$ bohr$^{-2}$. The bulk basis has 224 functions and the deleted basis has 221. Judged by counting, the loss is $3/224=1.3\%$. Its energetic effect is

$$
P=0.004\ \text{eV (host)}+3.630\ \text{eV (last electron)}=3.634\ \text{eV}.
$$

The host part is also the whole penalty of the empty vacancy, with 62 electrons in the same fixed potential. In this model, the manuscript's procedure would thus look harmless if it were checked only on the ionized defect. The two charge states differ in energy by $\varepsilon_N$, so nearly the whole penalty would appear in the ionization energy of the centre.

A plane-wave calculation for the same potential provides the reference. Raising its cutoff from $4.4$ to $5.0$ bohr$^{-1}$ changes $D$ by $0.0015$ eV. At the higher cutoff the separate total energies are converged less tightly, to a few thousandths of an eV, and most of that remainder cancels in $D$. The reference applies to this model only: interaction beyond the frozen potential, relaxation and $k$-point sampling are absent. Let $\delta_{\rm def}$ and $\delta_{\rm bulk}$ be the Gaussian total energies of the two cells minus their plane-wave values at the cutoff $5.0$ bohr$^{-1}$. All energies in the table are in eV.

| Basis at the vacancy | Last level | $\delta_{\rm def}$ | Error of $D$ |
|---|---:|---:|---:|
| deleted | 2.55 | 5.57 | 5.13 |
| anion ghosts | −1.08 | 1.93 | 1.50 |
| ghosts + diffuse | −2.10 | 0.89 | 0.47 |
| plane waves | −2.38 | 0 | 0 |

The next plane-wave level lies at $-0.48$ eV, so the trapped level is $1.90$ eV below it. That level is a $p$-like excited state, partly bound at the vacancy, and not the edge of the conduction band. With the functions deleted, the last electron lies about $3.0$ eV above that plane-wave level, although it still occupies the lowest level available to it in its own basis. The error of the last level, $2.55-(-2.38)=4.93$ eV, is therefore more than twice the spacing between the two lowest levels open to this electron. Without functions at the site the electron is no longer trapped. Its level lies close to the lowest empty level of the perfect crystal in the same basis, and this compact basis places that level too high, so part of the error reflects the description of the conduction band.

In the basis with ghosts and a diffuse function, the trapped electron has a probability of $87\%$ within one spacing $d$ of the empty site. That sphere occupies $6.5\%$ of the cell. The plane-wave state reaches somewhat further into the surroundings, but most of it also lies within this sphere. The electron does sit mainly where the manuscript has removed the functions.

**Equal spaces do not give equal errors**

With ghosts, the unrelaxed bulk and defect cells use the same variational space. It would be a second mistake to conclude that the errors now cancel. Subtracting the reference difference from $D$ gives

$$
D-D_{\rm ref}=\delta_{\rm def}-\delta_{\rm bulk}.
$$

Both errors are non-negative relative to the complete-basis limit of the same model, but their difference can have either sign. Deletion adds $P$ to $\delta_{\rm def}$ alone. If $\delta_{\rm def}$ with ghosts happened to be smaller than $\delta_{\rm bulk}$, deletion could even improve $D$ by accident. Here $\delta_{\rm bulk}=0.436$ eV, and

$$
5.567-0.436=5.131\ \text{eV},\qquad 1.933-0.436=1.497\ \text{eV}
$$

are the errors without and with ghosts. The error that remains with ghosts can be traced further. The trapped level is too high by $-1.083-(-2.385)=1.301$ eV, where the last digit follows from the unrounded values. The other 62 electrons account for $1.933-1.301=0.632$ eV, which is $0.196$ eV more than the error of all 64 bulk electrons. The sum $1.301+0.196=1.497$ eV reproduces the error of $D$.

Most of the first contribution disappears when a wider function is available at the empty site. One additional $s$ function at the site, with exponent $0.06$ bohr$^{-2}$, lowers the trapped level by another $1.02$ eV.

For the second contribution I offer only a conjecture, which the calculations here do not test. An anion in the perfect crystal has cubic surroundings, whereas an anion near the vacancy feels a field that polarizes it. The anion basis has no $p$ functions to describe this polarization directly.

The diffuse function must go into both cells if the spaces are to remain equal. In the bulk it lowers the energy by only $0.008$ eV, so $\delta_{\rm bulk}$ becomes $0.429$ eV and the error of $D$ is $0.895-0.429=0.466$ eV. Adding it to the defect cell alone would give $0.8948-0.4364=0.4584$ eV. That number is slightly closer to the reference, but the gain comes from leaving the bulk cell less complete.

**Are ghost functions strictly necessary?**

They are not, and the revised text should avoid claiming so. A function centred on a neighbour can extend into the vacancy. For the defect cell,

$$
E_{\rm complete}\le E_{\rm def}(W')\le E_{\rm def}(W).
$$

If the functions on the remaining atoms are enlarged until $E_{\rm def}(W)$ tends to $E_{\rm complete}$, the middle energy is squeezed to the same limit and $P\to0$.

The example shows this approach. One diffuse $s$ and three diffuse $p$ functions, with exponent $0.08$ bohr$^{-2}$, are placed on each of the six neighbouring cations, which adds 24 functions. Without any ghosts the defect energy falls by $4.80$ eV, and $\delta_{\rm def}$ becomes $5.567-4.798=0.769$ eV. This is lower than the $0.895$ eV obtained with ghosts and one diffuse function. The penalty for still omitting the anion functions is then only $0.07$ eV.

The need for ghosts thus arises in finite bases whose remaining functions do not describe the cavity well enough. The neighbour route has its own balance problem: the 24 functions would have to be added to the bulk cell as well. I have not evaluated that bulk energy, so I quote no value of $D$ for this basis.

**A larger supercell does not remove the error**

One might hope that the missing functions matter less as the cell grows, since they become a smaller fraction of the basis. For a localized trap, however, the number of missing functions and the number of trapped electrons per defect stay fixed. Once neighbouring defects no longer overlap and their electrostatic interaction has faded, the level of the last electron approaches a limiting value in each of the two bases. The difference between these values is generally not zero.

The penalty is $2.93$ eV in a cell of 8 ions and $3.63$ eV in the cell of 64 ions. A decrease in inverse proportion to the number of ions would have given $2.93/8=0.37$ eV. Two sizes do not establish the limiting value, but they rule out this inverse proportionality for the model. Extrapolation in cell size must therefore not be expected to repair the basis.

**What carries over to self-consistent calculations**

In Hartree–Fock theory, or with a fixed approximate density functional, the energy is minimized over orbitals drawn from the basis. A larger space contains all the orbitals of the smaller one, so its global minimum cannot be higher, and $P\ge0$ survives. Three conditions deserve attention.

- Both calculations must reach the global minimum. A self-consistent cycle can stop at another solution, for instance one with the last electron outside the vacancy.
- The split of $P$ into fixed orbital levels does not survive, because the potential responds to the density.
- Perturbative correlation energies are built on reference orbitals and levels that themselves change with the basis. The resulting total energy is not a minimum of one fixed energy expression over the space, so this inequality does not cover it.

Relaxation adds a further qualification. When neighbouring ions move, their functions move with them, and the defect space is no longer that of the perfect crystal even with ghosts. The ghosts still cover the cavity, but equality of the two spaces holds only at the unrelaxed geometry. If the surroundings lose their symmetry, nothing singles out a position for the ghost centre. The energy depends on that position, so the choice must be stated.

**Requested revision**

The defect energies should be recomputed with the anion's functions kept at the vacant site and its core potential removed. The penalty $P$ should be reported for each charge state, at a common geometry and electronic solution. The authors should then add a more diffuse function at that site in both cells and show how far $D$ still moves. A small $P$ alone would not establish convergence, since it says nothing about directions missing from both spaces. The sentence about cancelling basis-set errors should be withdrawn unless these results support it. The main values used in this comment are listed in the numerical output below.

## Table of computed values

```
Anion-cation spacing: 5.0 bohr
Ion charge width: 1.0 bohr
Anion well depth: 70.0 eV
Anion well width: 1.1 bohr
Cation core height: 15.0 eV
Cation core width: 1.0 bohr
Anion s exponents: 0.15 0.4 1.0 bohr^-2
Cation s,p exponent: 0.25 bohr^-2
Extra neighbour s,p exponent: 0.08 bohr^-2
Diffuse vacancy exponent: 0.06 bohr^-2
Functions: bulk 224 deleted 221
Ghost functions: 3 ; extra neighbour: 24
Electrons: bulk 64 F-centre cell 63
PW cutoffs: 4.4 and 5.0 bohr^-1
PW cutoff change in D: 0.00147 eV
Madelung constant, direct sum: 1.74757 (no unit)
Bulk anion-site energy from other ions: -9.5107 eV
PW highest host level, defect cell: -13.1090 eV
PW trapped level: -2.3845 eV
PW next level: -0.4849 eV
Trapped level, functions deleted: 2.5466 eV
One-ghost level, eliminated equation: -0.520822 eV
One-ghost level, diagonalization: -0.520822 eV
Trapped level, all anion ghosts: -1.0832 eV
Trapped level, ghosts + diffuse: -2.1043 eV
Probability within one spacing: 86.6 %
Volume share of that sphere: 6.5 %
Deletion penalty, total: 3.6337 eV
Penalty part of host electrons: 0.0039 eV
Penalty part of trapped electron: 3.6298 eV
Bulk basis error, whole cell: 0.4364 eV
Defect basis error, deleted: 5.5670 eV
Defect basis error, ghosts: 1.9334 eV
Defect basis error, ghosts + diffuse: 0.8948 eV
Bulk lowering by diffuse function: 0.0077 eV
D = E_def-E_bulk, PW reference: 40.6985 eV
D, functions deleted: 45.8291 eV
D, ghosts: 42.1954 eV
D, ghosts + diffuse in both cells: 41.1645 eV
D error, deleted: 5.1306 eV
D error, ghosts: 1.4970 eV
D error, ghosts + diffuse in both: 0.4660 eV
Defect lowering by richer neighbours, no ghosts: 4.7982 eV
Deletion penalty with richer neighbours: 0.0692 eV
Deletion penalty, 8-ion cell: 2.9300 eV
Deletion penalty, 64-ion cell: 3.6337 eV
```
